# Why the Full Spin Current Vanishes in Localized Energy Eigenstates, part 2

We are proving that the full spin current of one electron averages to zero in a localized energy eigenstate, $H\psi=E\psi$. With spin $s_k=\hbar\sigma_k/2$ and $\{A,B\}=AB+BA$, the current is

$$J_j^k=\frac{d(r_js_k)}{dt}=\tfrac12\{v_j,s_k\}+\tfrac12\{r_j,\tau_k\},$$

the conventional part plus the torque dipole. The Hamiltonian is

$$H=\sum_j\frac{\pi_j^2}{2m}+V(\mathbf r)+\sum_ih_i\sigma_i,$$

$$h_i=\tfrac12\sum_j\{\pi_j,\Lambda_{ij}(\mathbf r)\}+b_i(\mathbf r),$$

with kinetic momentum $\pi_j=-i\hbar\partial_j+eA_j$, real $V$, and real, smooth, bounded $\Lambda_{ij}$, $b_i$ and derivatives of $\Lambda_{ij}$. Velocity and torque are

$$v_j=\frac{\pi_j}{m}+\sum_i\Lambda_{ij}\sigma_i,$$

$$\tau_k=\sum_{in}\epsilon_{kin}h_i\sigma_n=(\mathbf h\times\boldsymbol\sigma)_k,$$

with $\epsilon$ the antisymmetric symbol. Localized means that $\psi$ is normalized, its kinetic energy is finite, and $r_l\psi$ is square integrable for the current direction $l$. The claim is $\langle J_l^k\rangle=0$ for every $k$.

Position is first replaced by a real bounded function $f(\mathbf r)$ with bounded derivatives $g_j=\partial_jf$. The weak eigenvalue equation, for a trial spinor $\phi$, is

$$\sum_j\frac{\langle\pi_j\phi|\pi_j\psi\rangle}{2m}+\langle\phi|V\psi\rangle+\sum_i\langle\phi|b_i\sigma_i\psi\rangle$$

$$+\tfrac12\sum_{ij}\big[\langle\pi_j\phi|\Lambda_{ij}\sigma_i\psi\rangle+\langle\Lambda_{ij}\sigma_i\phi|\pi_j\psi\rangle\big]=E\langle\phi|\psi\rangle.$$

We put $\phi=fs_k\psi$ and take the imaginary part, using

$$\pi_j(fs_k\psi)=fs_k\pi_j\psi-i\hbar g_js_k\psi.$$

In the bra, $-i\hbar$ becomes $+i\hbar$. The $V$ and $E$ terms are real and drop out; the kinetic term gives

$$\frac{\hbar}{2m}\sum_j\mathrm{Re}\int g_j\,\psi^\dagger s_k\pi_j\psi.$$

The spin–orbit and Zeeman terms come next.

Two earlier examples return. The circular dot has potential $m\omega_0^2(x^2+y^2)/2$ and Rashba coupling $(\alpha/\hbar)(\sigma_xp_y-\sigma_yp_x)$. Its InAs-like values are $m=0.025\,m_e$, $\alpha=20$ meV nm and $\hbar\omega_0=5$ meV. Oscillator units measure length in $l_0=\sqrt{\hbar/(m\omega_0)}$, momentum in $\hbar/l_0$ and energy in $\hbar\omega_0$; capitals $X,Y,P_x,P_y$ are dimensionless, and $a=\alpha/(l_0\hbar\omega_0)$. In its ground pair the conventional $J_x^y$ is $-a^3+2a^5$ and the torque dipole $a^3-2a^5$, in units of $(\hbar/2)l_0\omega_0$, through fifth order. The second example is the unconfined Rashba wave $e^{ikx}$ with $\sigma_y=+1$: it has a constant conventional flow density, nonzero in the example, and no torque density.

**Spin–orbit term with a gradient.** The same factor $+i\hbar$ gives

$$\frac{\hbar}{2}\sum_{ij}\int g_j\Lambda_{ij}\,\psi^\dagger\tfrac12\{s_k,\sigma_i\}\psi,$$

because the real part of $\psi^\dagger s_k\sigma_i\psi$ keeps the Hermitian half of the product. Added to the kinetic term, this completes the velocity:

$$\frac{\hbar}{2}\sum_j\mathrm{Re}\int g_j\,\psi^\dagger\tfrac12\{v_j,s_k\}\psi.$$

**Spin–orbit term without a gradient.** What remains is

$$\tfrac12\sum_{ij}\int f\Lambda_{ij}\big[(\pi_j\psi)^\dagger s_k\sigma_i\psi+\psi^\dagger s_k\sigma_i\pi_j\psi\big].$$

Split $s_k\sigma_i$ into half its anticommutator and half its commutator. The anticommutator is Hermitian, so its two terms are complex conjugates and their sum is real. Half the commutator is $(i\hbar/2)\sum_n\epsilon_{kin}\sigma_n$. It yields the imaginary part

$$\frac{\hbar}{2}\sum_{ijn}\epsilon_{kin}\,\mathrm{Re}\int f\Lambda_{ij}\,\psi^\dagger\sigma_n\pi_j\psi.$$

**Zeeman term.** In the same way it gives $(\hbar/2)\sum_{in}\epsilon_{kin}\int fb_i\psi^\dagger\sigma_n\psi$.

The last two results add up to $(\hbar/2)\,\mathrm{Re}\int f\psi^\dagger\tau_k\psi$. To see this, write $h_i\psi=\sum_j[\Lambda_{ij}\pi_j-\tfrac{i\hbar}{2}(\partial_j\Lambda_{ij})]\psi+b_i\psi$. The derivative of $\Lambda_{ij}$ multiplies the real density $\psi^\dagger\sigma_n\psi$ by an imaginary number, so it drops out of the real part.

Dividing the sum of all terms by $\hbar/2$ leaves

$$\sum_j\mathrm{Re}\int(\partial_jf)\,\psi^\dagger\tfrac12\{v_j,s_k\}\psi+\mathrm{Re}\int f\,\psi^\dagger\tau_k\psi=0.\qquad(1)$$

This is the steady balance of spin, weighted by $f$: flow across the slopes of $f$ is compensated by torque. The simplest limit is $f=1$. The flow term vanishes and $\langle\tau_k\rangle=0$, so the mean torque on a stationary bound spin is zero. Consequently, moving the origin by $\mathbf d$ changes the torque dipole by $-d_l\langle\tau_k\rangle=0$.

### Removing the cutoff

Now choose

$$f_R=r_le^{-r^2/R^2},\qquad\partial_jf_R=\left(\delta_{lj}-\frac{2r_lr_j}{R^2}\right)e^{-r^2/R^2}.$$

For each finite $R$ the function is bounded. Since $ue^{-u}\le1/e$ for $u=r^2/R^2$, its derivatives are bounded in magnitude by $1+2/e$, whatever the value of $R$. Moreover $|f_R|\le|r_l|$. At any fixed point, $f_R\to r_l$ and $\partial_jf_R\to\delta_{lj}$ as $R\to\infty$.

The flow integrand in (1) is bounded, independently of $R$, by a constant times $|\psi|(|\pi_j\psi|+|\psi|)$ summed over $j$. This is integrable because $\psi$ and $\pi_j\psi$ are square integrable. The torque integrand is bounded by $|r_l\psi|\,|\tau_k\psi|$. The first factor is square integrable by the localization condition. The second is so because the coefficients in $\tau_k$ are bounded and the kinetic energy is finite. Dominated convergence then allows the limit to be taken under both integrals:

$$\langle\tfrac12\{v_l,s_k\}\rangle+\langle\tfrac12\{r_l,\tau_k\}\rangle=\langle J_l^k\rangle=0.$$

The average of $\tfrac12\{r_l,\tau_k\}$ is understood as $\mathrm{Re}\langle r_l\psi|\tau_k\psi\rangle$, which is finite under the stated conditions. This proves the theorem, and with it the cancellation in the circular dot at every coupling for which the state is bound.

The plane wave now shows what localization does. Equation (1) holds for it too when $f=f_R$, since $f_Rs_k\psi$ is square integrable. The torque density is zero and the flow density is constant, and the integral of $\partial_jf_R$ over all space vanishes. The slope is $1$ near the origin, but it turns negative farther out, and the two regions compensate. In a bound state the outer region loses its weight as $R$ grows. For a plane wave it never does.

### A dot without symmetry

To test the theorem where no symmetry assists it, use oscillator units and take

$$\frac{H}{\hbar\omega_0}=\tfrac12(P^2+r^2)+0.02\,r^4+0.8(\sigma_xP_y-\sigma_yP_x)$$

$$+\,0.3(\sigma_xP_x-\sigma_yP_y)+0.2\sigma_x+0.1\sigma_y+0.3\sigma_z+FY.$$

For $F=0$ and $F=1$, the six lowest states and all six components $J_j^k$ were computed from the explicit velocity and torque operators. Currents in this dot are given in units of $(\hbar/2)l_0\omega_0$. The conventional part reaches $0.357$ in magnitude. The total does not exceed $1.6\times10^{-8}$, a numerical remainder.

The balance (1) was tested at finite $R$ in the ground state at $F=1$, for $J_x^y$. With $R=2$, $5$ and $20$, the flow term is $-0.202$, $-0.303$ and $-0.328$, and the torque term is its opposite each time. The flow approaches the full conventional value, $-0.330$.

### Degenerate levels, mixtures and moving packets

Any combination of localized states from one degenerate level is again a localized eigenstate, so the average of $J$ vanishes for all such combinations. A Hermitian form with this property has zero matrix elements between the states as well.

For two states of different energy, use the weak equation of each with the other, multiplied by $f_Rs_k$, as trial spinor. Taking the complex conjugate of one equation, subtracting it from the other and letting $R\to\infty$ gives

$$\langle m|J_l^k|n\rangle=\frac{i}{\hbar}(E_m-E_n)\langle m|r_ls_k|n\rangle.$$

A superposition of two energies can therefore carry a spin current, oscillating at the frequency $|E_m-E_n|/\hbar$. In the dot without symmetry, equal weights of the first and fourth states give a current of magnitude up to $0.371$ among the cases computed, at time $0.4/\omega_0$. This number is only an example, because it depends on the relative phase of the two states, which was left as the eigensolver returned it. The rate obtained by differencing the spin dipole in time agrees with the operator average to within $2\times10^{-5}$. Over a long time this current averages to zero, because the spin dipole stays bounded.

A mixture of finitely many localized energy eigenstates with constant weights has zero total spin current, since each member has. Temperature can alter the conventional part and the torque dipole, but not their sum.

### An applied electric field

A static field adds a potential linear in position. It commutes with $r_ls_k$ and changes neither the velocity operator nor the torque operator. The theorem then applies to the new eigenstates, provided they are still bound. The static spin Hall response of the full current is zero in such a dot.

The conventional part alone can respond. In the dot without symmetry, with the field along $y$, the conventional $J_x^z$ of the ground state is $-0.0328$ at $F=0$ and $-0.0301$ at $F=1$, a reduction in magnitude of 8%. The torque dipole changes by the opposite amount. Reversing the field to $F=-1$ gives $-0.0301$ again, so at this field strength the change is almost entirely even in the field. An odd part of about 1% of the change remains, and only at much smaller fields would it dominate. The 8% change is therefore not the linear response expected of a spin Hall effect.

A limit shows where this response comes from. Without the quartic term,

$$\tfrac12Y^2+FY=\tfrac12(Y+F)^2-\tfrac12F^2,$$

so the field merely displaces the dot. With uniform couplings, the velocity and torque operators do not contain position, and the conventional part is unchanged. In this model the response requires an anharmonic potential.

### The InAs-like dot beside a real one

The circular dot of the first half has a conventional part of $-0.76\,(\hbar/2)$ nm/ps, with rough typical values of mass, Rashba coefficient and level spacing. Real gated dots are not circular. Making $\omega_y$ 10% larger than $\omega_x$, with $\omega_x$ and $\alpha$ held fixed, and adding a Dresselhaus coefficient of 5 meV nm changes this part to $-0.68$, or by 11%. The torque dipole becomes $+0.68$. At 4.2 K the first excited shell has a weight relative to the ground pair of about $2\times10^{-6}$ in the circular dot and about $1\times10^{-6}$ in the elliptic one. A nuclear field of roughly 2 mT, with $|g|$ near 10, corresponds to about 1 µeV, far below the 5 meV spacing. For the motion in the plane, the ratio of level spacing to a gap of about 400 meV is 1%. In a simple two-band estimate, this nonparabolicity changes the conventional part by about 4%. In a 10 nm well the cubic Dresselhaus term is about 1% of the linear one, measured by $\langle k_y^2\rangle/\langle k_z^2\rangle$ in the ground state. In the elliptic dot it changes the conventional $J_x^y$ by less than 0.1% and the conventional $J_x^x$ by about 2%. The in-plane confining potential adds a spin–orbit coupling of its own. With a typical InAs coefficient of about 1.2 nm$^2$ it changes the conventional part by about 7%. Confinement across the well matters more. With hard walls its energy is about 150 meV, which in a simple two-band estimate raises the mass by more than half. At fixed $\alpha$ and level spacing the conventional part of the circular dot then goes from $-0.76$ to about $-1.2$, so its size is only a rough guide for a real well. Nonparabolic bands and cubic coupling lie outside the class of Hamiltonians treated in the proof. So does the coupling from the confining potential if that potential stays parabolic without end, because its coefficient then grows with distance.

A real dot also breaks strict stationarity when its barriers have finite width and the electron can tunnel through them to free states outside. Suppose the barrier is 20 meV high and 80 nm wide. The energy of motion toward it is 2.5 meV, which leaves 17.5 meV to tunnel through. The estimate

$$\Gamma\approx\frac{\omega_0}{2\pi}e^{-2\kappa d},\qquad\kappa=\frac{\sqrt{2m(17.5\ \mathrm{meV})}}{\hbar},$$

gives an escape rate of about $4\times10^4$ s$^{-1}$. Multiplied by the width, this is a leakage current of order $3\times10^{-6}\,(\hbar/2)$ nm/ps, about five orders of magnitude below the conventional part. The estimate depends exponentially on the barrier: with a height of 10 meV and a width of 60 nm, the leakage would be about 2% of the conventional part. It depends as strongly on the mass: these figures use $0.025\,m_e$, and a mass larger by a factor of 1.6 at the same level spacing lowers the leakage through the 20 meV barrier by about two orders of magnitude. Relaxation by phonons also makes a state nonstationary and is not estimated here. A field of about 2 kV/cm would tilt this barrier away, in the sense that its outer edge drops to the electron's energy and only a triangular barrier is left, so the result for applied fields is meant for much weaker ones. The value $F=1$ used earlier would be about 2 kV/cm in this dot. That example illustrates the theorem in a model whose confinement never ends, and is not a prediction for this device. The numerical output that follows lists most of these values.

### What the theorem does not say

The theorem concerns the current integrated over the whole state. The local flow of spin and the local torque can both be nonzero, as they are in the dot. In a finite isolated sample every bound eigenstate obeys the theorem, however large the sample, provided that the torque at its edges is counted. A bulk calculation with plane waves leaves the edges out and can give a different answer.

The result also depends on the decay of the state. If $\psi$ is normalizable but $r_l\psi$ is not, the balance (1) still holds at finite $R$, but the bound used for the torque integral is lost and the limit is no longer guaranteed. A steady full spin current thus has to be sought in states outside the theorem, such as extended states or a system open to leads.

## Table of computed values

```
GENERIC DOT, oscillator units, spin in hbar/2
Rashba 0.8, Dresselhaus 0.3, quartic 0.02
Zeeman vector: (0.2, 0.1, 0.3)
largest conventional current, 6 states: 0.3567
largest |total current|, 6 states: 1.6e-08
largest current, two-energy superposition: 0.3713
ground J_x^z, field_y=0.0: conv -0.032766, dipole 0.032766
ground J_x^z, field_y=1.0: conv -0.030132, dipole 0.030132
field-induced change of conventional J_x^z: 0.002633
regulated J_x^y, field_y=1, R=2.0: flow -0.20228, torque 0.20228
regulated J_x^y, field_y=1, R=5.0: flow -0.30297, torque 0.30297
regulated J_x^y, field_y=1, R=20.0: flow -0.32807, torque 0.32807
unregulated conventional J_x^y, field_y=1: -0.32984
CIRCULAR DOT, weak coupling
conventional J_x^y/(-a^3) at a=0.02: 0.99920
ground energy at a=0.1: 0.9900493 hbar w0
INAS-LIKE DOT, rough typical inputs
mass 0.025 m_e, alpha 20.0 meV nm, hbar w0 5.0 meV
dot length l0: 24.69 nm
frequency w0: 7.596 rad/ps
speed l0 w0: 187.6 nm/ps
dimensionless coupling a: 0.1620
kinetic piece <p_x sigma_y>/m: 29.6274 (hbar/2) nm/ps
spin-orbit piece -alpha/hbar: -30.3853 (hbar/2) nm/ps
conventional J_x^y: -0.7579 (hbar/2) nm/ps
torque dipole: 0.7579 (hbar/2) nm/ps
largest |total| in doublet: 4.7e-14 (hbar/2) nm/ps
cubic estimate of conventional part: -0.7975 (hbar/2) nm/ps
<L_z sigma_z>: -0.02494 hbar
with beta=5.0 meV nm, w_y/w_x=1.1: conv -0.6774 (hbar/2) nm/ps
same dot: torque dipole 0.6774 (hbar/2) nm/ps
plane wave k=0.1 /nm: conventional 432.7 (hbar/2) nm/ps
NEGLECTED EFFECTS, rough inputs
kT at 4.2 K: 0.362 meV; excited/ground weight 2.0e-06
nonparabolicity hbar w0/gap (gap 400.0 meV): 0.0125
cubic/linear Dresselhaus, 10.0 nm well: 0.0166
nuclear field 2.0 mT, |g|=10.0: 1.16 ueV
barrier 20.0 meV high, 80.0 nm wide
escape rate estimate: 4.33e+04 1/s
leakage spin current estimate: 3.5e-06 (hbar/2) nm/ps
field that tilts the barrier away: 2.19 kV/cm
```
